\section*{Electronic polarization change as a difference of Berry phases: two derivations}

\section{Electrons in separate wells}

Consider a one-dimensional crystal of period $a$ whose potential wells are so deep that no electron tunnels between them. Each well holds $f=2$ electrons of opposite spin in one orbital $w(x-la)$, where $l$ numbers the cells. Atomic units are used in the algebra, and the electron has charge $-1$. If the wells are slowly deformed so that the orbital's centre $\bar x=\int x|w|^2dx$ moves by $\Delta\bar x$, the dipole of every cell changes by $-f\Delta\bar x$. The polarization, which is the dipole per length, changes by
\begin{equation}
\Delta P=-\frac{f}{a}\,\Delta\bar x .
\label{eq:wells}
\end{equation}

The same number can be read from the Bloch functions $\psi_k=e^{ikx}u_k$. For separate wells the periodic part, normalized over one cell, is
\begin{equation}
u_k(x)=\sum_l e^{-ik(x-la)}\,w(x-la).
\end{equation}
The derivative $i\partial_k$ multiplies each term by $x-la$. The orbitals do not overlap, so cross terms vanish, and the integrals over one cell, summed over $l$, join into one integral over the whole line:
\begin{equation}
\langle u_k|i\partial_ku_k\rangle=\int x\,|w(x)|^2dx=\bar x .
\end{equation}
Integration over the Brillouin zone, whose length is $G=2\pi/a$, gives the Berry phase
\begin{equation}
\phi=\int_0^{G}\!dk\,\langle u_k|i\partial_ku_k\rangle=\frac{2\pi\bar x}{a},
\qquad
\Delta P=-\frac{f}{2\pi}\,\Delta\phi .
\label{eq:ksv}
\end{equation}
The second relation is the King-Smith--Vanderbilt expression in one dimension. When electrons tunnel, a cell no longer owns its electrons and the argument leading to \eqref{eq:wells} is lost. The relation between $\Delta P$ and $\Delta\phi$ survives, as two separate arguments show.

\section{What is to be calculated}

Let independent electrons move in a Hamiltonian $H(\lambda)$ that has the period $a$ at every $\lambda$. There is then no macroscopic electric field, whose potential would grow linearly with $x$. The parameter $\lambda$ goes from 0 to 1 in a time $T$. The $N$ lowest bands are filled, and a gap separates them from the empty bands all along the path.

The operator acting on periodic parts is $H_k=e^{-ikx}He^{ikx}$. Its derivative is
\begin{equation}
\partial_kH_k=-ixH_k+H_k\,ix=i[H_k,x],
\end{equation}
which is the velocity operator, also when the potential is nonlocal. A filled band has $dk/2\pi$ states per length for each spin, so the cell-averaged current and the polarization change are
\begin{equation}
j=-f\int_0^G\frac{dk}{2\pi}\,\mathrm{Tr}\,(\rho_k\,\partial_kH_k),
\qquad
\Delta P=\int_0^T j\,dt ,
\label{eq:def}
\end{equation}
where $\rho_k(t)$ projects on the $N$ occupied states at $k$. This definition concerns a change of $P$, not a value of $P$, and it counts electrons alone. Moving ions add their own current.

Since $\psi_{k+G}$ and $\psi_k$ describe the same state, the phases can be chosen so that
\begin{equation}
u_{n,k+G}=e^{-iGx}u_{nk}.
\label{eq:pergauge}
\end{equation}
This is the periodic gauge. In one dimension a set of occupied $u_{nk}(\lambda)$ obeying \eqref{eq:pergauge} and smooth in $k$ and $\lambda$ can be built. At $\lambda=0$ one carries the states smoothly across the zone and spreads the unitary mismatch at its end evenly over $k$. One then carries them along $\lambda$ so that $\langle u_m|\partial_\lambda u_n\rangle=0$ within the occupied set. The factor $e^{-iGx}$ does not depend on $\lambda$, so \eqref{eq:pergauge} is preserved. Define
\begin{equation}
A_k=\sum_{n=1}^N i\langle u_n|\partial_ku_n\rangle,\qquad
A_\lambda=\sum_{n=1}^N i\langle u_n|\partial_\lambda u_n\rangle,\qquad
\phi=\int_0^GA_k\,dk .
\label{eq:A}
\end{equation}
Both $A$'s are real because the states stay normalized.

\section{First derivation: the current at each instant}

Let $P_k(\lambda)$ be the projector on the instantaneous occupied eigenstates, and $\rho_k=P_k+\delta\rho_k$. The equation of motion $i\dot\rho_k=[H_k,\rho_k]$, with $[H_k,P_k]=0$, gives to first order in the rate $\dot\lambda$
\begin{equation}
i\dot\lambda\,\partial_\lambda P_k=[H_k,\delta\rho_k].
\label{eq:first}
\end{equation}
The term $i\,\delta\dot\rho_k$ is of second order for a smooth ramp whose rate grows gradually from zero. A rate switched on abruptly would add an oscillating current that is also of first order. Since $\rho_k^2=\rho_k$, the first-order part obeys $P\delta\rho+\delta\rho P=\delta\rho$. Multiplying by $P$ on both sides gives $P\delta\rho P=0$; multiplying by $1-P$ on both sides shows that the empty--empty block vanishes too. What remains connects occupied states $n$ with empty states $m$.

Differentiating $P|n\rangle=|n\rangle$ and projecting on $m$ gives $\langle m|\partial_\lambda P|n\rangle=\langle m|\partial_\lambda n\rangle$. The corresponding element of \eqref{eq:first} is therefore
\begin{equation}
\langle m|\delta\rho|n\rangle=\frac{i\dot\lambda\,\langle m|\partial_\lambda n\rangle}{E_m-E_n}.
\label{eq:mix}
\end{equation}
The gap keeps the denominator away from zero. Touching bands within the occupied set do no harm.

The zeroth-order current contains $\mathrm{Tr}(P\,\partial_kH)=\partial_k\sum_nE_n$, the derivative of a periodic function, and integrates to zero. For the first-order current, differentiate $\langle n|H|m\rangle=0$ with respect to $k$:
\begin{equation}
E_m\langle\partial_kn|m\rangle+\langle n|\partial_kH|m\rangle+E_n\langle n|\partial_km\rangle=0 .
\end{equation}
Orthogonality gives $\langle n|\partial_km\rangle=-\langle\partial_kn|m\rangle$, so
\begin{equation}
\langle n|\partial_kH|m\rangle=(E_n-E_m)\langle\partial_kn|m\rangle .
\label{eq:vel}
\end{equation}
In the product of \eqref{eq:mix} and \eqref{eq:vel} the energies cancel and leave a factor $-1$:
\begin{align}
\mathrm{Tr}(\delta\rho\,\partial_kH)
&=\sum_{n\,\mathrm{occ}}\sum_{m\,\mathrm{empty}}
\bigl[-i\dot\lambda\langle\partial_kn|m\rangle\langle m|\partial_\lambda n\rangle+\mathrm{c.c.}\bigr]\nonumber\\
&=2\dot\lambda\,\mathrm{Im}\sum_{n\,\mathrm{occ}}\sum_{m\,\mathrm{empty}}
\langle\partial_kn|m\rangle\langle m|\partial_\lambda n\rangle ,
\label{eq:trace}
\end{align}
because $-iz+iz^*=2\,\mathrm{Im}\,z$.

The sum over $m$ may be extended to all states. The added terms, with $n$ and $m$ both occupied, form a real sum: complex conjugation turns $\langle\partial_kn|m\rangle\langle m|\partial_\lambda n\rangle$ into $\langle m|\partial_kn\rangle\langle\partial_\lambda n|m\rangle=\langle\partial_km|n\rangle\langle n|\partial_\lambda m\rangle$, which is the same term with $n$ and $m$ exchanged. Completeness then removes $m$. The sum in \eqref{eq:trace} is also unchanged by a unitary mixing of the occupied states, so the eigenstates may be replaced by the smooth set $u_n$:
\begin{equation}
\frac{dP}{d\lambda}=\frac{j}{\dot\lambda}=-f\int_0^G\frac{dk}{2\pi}\sum_n2\,\mathrm{Im}\langle\partial_ku_n|\partial_\lambda u_n\rangle .
\label{eq:rate}
\end{equation}
The rate $\dot\lambda$ has dropped out. A slower change carries less current for a longer time and moves the same charge.

From \eqref{eq:A}, the mixed second derivatives cancel in
\begin{equation}
\partial_\lambda A_k-\partial_kA_\lambda
=i\sum_n\bigl(\langle\partial_\lambda u_n|\partial_ku_n\rangle-\langle\partial_ku_n|\partial_\lambda u_n\rangle\bigr)
=\sum_n2\,\mathrm{Im}\langle\partial_ku_n|\partial_\lambda u_n\rangle .
\label{eq:curv}
\end{equation}
By \eqref{eq:pergauge}, $A_\lambda$ has the same value at $k$ and $k+G$, so $\int\partial_kA_\lambda\,dk=0$. Hence
\begin{equation}
\frac{dP}{d\lambda}=-\frac{f}{2\pi}\frac{d\phi}{d\lambda},
\qquad
\Delta P=-\frac{f}{2\pi}\,[\phi(1)-\phi(0)] .
\label{eq:result}
\end{equation}

\section{Second derivation: the phase of the moving states}

Now let $\Psi_{nk}(t)$ be the solutions of $i\partial_t\Psi_{nk}=H_k\Psi_{nk}$ that start from $u_{nk}(\lambda=0)$. Nothing is assumed yet about the speed. Let $\tilde A_k$ and $\tilde\phi$ be the quantities \eqref{eq:A} formed with $\Psi_n$ in place of $u_n$. Using $\langle\partial_t\Psi|=i\langle\Psi|H_k$,
\begin{align}
\partial_t\tilde A_k
&=\sum_n\bigl(i\langle\partial_t\Psi_n|\partial_k\Psi_n\rangle+i\langle\Psi_n|\partial_k\partial_t\Psi_n\rangle\bigr)\nonumber\\
&=\sum_n\bigl(-\langle\Psi_n|H_k|\partial_k\Psi_n\rangle+\langle\Psi_n|\partial_k(H_k\Psi_n)\rangle\bigr)\nonumber\\
&=\sum_n\langle\Psi_n|\partial_kH_k|\Psi_n\rangle .
\end{align}
This is the total velocity at $k$. Insertion in \eqref{eq:def} gives
\begin{equation}
\int_0^Tj\,dt=-\frac{f}{2\pi}\,[\tilde\phi(T)-\tilde\phi(0)] ,
\label{eq:exact}
\end{equation}
for a ramp of any speed. The transported charge is a difference of Berry phases of the evolved states.

Slowness is needed to replace these by ground states. For large $T$ the adiabatic theorem says that the evolved states span the instantaneous occupied space up to corrections of order $1/T$:
\begin{equation}
\Psi_n=\sum_mw_mU_{mn},\qquad w_m=u_m+\delta_m ,
\end{equation}
with $U$ unitary and $\delta_m=O(1/T)$ in the empty space, apart from a normalization correction of order $1/T^2$. Differentiating the product gives
\begin{equation}
\tilde A_k=\sum_mi\langle w_m|\partial_kw_m\rangle+i\,\mathrm{Tr}(U^\dagger\partial_kU)
=\sum_mi\langle w_m|\partial_kw_m\rangle-\partial_k\arg\det U .
\label{eq:split}
\end{equation}

Take the last term first. $U$ contains dynamical phases such as $-\int E_n\,dt$, whose slope in $k$ grows with $T$. However, $U$ is periodic in $k$, because $u_n$ and $\Psi_n$ both obey \eqref{eq:pergauge}. Its phase $\arg\det U$ therefore changes across the zone by $2\pi$ times an integer. That integer is zero at $t=0$, where $U=1$, and cannot jump while $U$ varies continuously. The term integrates to zero.

In the first term, $\langle u_m|\delta_m\rangle=0$ implies $\langle u_m|\partial_k\delta_m\rangle=-\langle\partial_ku_m|\delta_m\rangle=O(1/T)$. The remaining piece $\langle\delta_m|\partial_k\delta_m\rangle$ needs care, since $\delta_m$ may contain phases whose $k$-derivative is of order $T$. It is then of order $T^{-1}\cdot T\cdot T^{-1}=T^{-1}$. Thus $\tilde\phi(T)=\phi(1)+O(1/T)$, and \eqref{eq:exact} becomes \eqref{eq:result} as $T\to\infty$.

\section{What each derivation assumes}

Both derivations need a lattice-periodic Hamiltonian, independent electrons that evolve without dissipation, and completely filled bands. In a metal the occupied range of $k$ ends at Fermi points. The boundary terms then survive, and the integral of $A_k$ depends on the choice of phases. If $H$ is an effective one-electron Hamiltonian of a mean-field theory, the result describes the current of that theory; its agreement with the interacting current is a separate question.

The first derivation uses slowness at every instant and a gradual start. In return it gives the current itself, equation \eqref{eq:rate}, and a polarization that follows $\lambda$ along the path. It fails where an occupied and an empty band meet at the same $k$, since the denominator of \eqref{eq:mix} then vanishes. An indirect overlap of bands leaves \eqref{eq:mix} finite, but the ground state then no longer has completely filled bands.

The second derivation uses slowness only to relate the evolved states to the instantaneous occupied states. Its identity \eqref{eq:exact} holds even if the gap closes or the ramp is sudden, but the phase then belongs to states that depend on the history. What is lost is the knowledge of $\tilde\phi(T)$ from the end-point Hamiltonian. The first-order admixture, which carries all of the current in the first derivation, enters the second as a vanishing correction: a velocity of order $1/T$ acting for a time $T$ has already been integrated into the phase.

\section{End points, quantum and origin}

In practice $\phi(0)$ and $\phi(1)$ are computed separately, with unrelated phases. Replacing one state $u_k$ by $e^{i\beta_k}u_k$ adds $-\partial_k\beta_k$ to $A_k$. Periodicity allows $\beta_{k+G}=\beta_k+2\pi M$ with integer $M$, so $\phi$ changes by $-2\pi M$ and $P$ by $fM$. End points alone therefore fix $\Delta P$ modulo $f$; following the path removes the ambiguity.

Displacing the whole crystal by $s$ turns $u_k(x)$ into $e^{-iks}u_k(x-s)$, which again obeys \eqref{eq:pergauge}. Each filled band thereby adds $s$ to $A_k$ and $2\pi s/a$ to $\phi$. One electronic phase thus depends on the origin, while a difference taken with a fixed origin does not. At $s=a$ the Hamiltonian has returned to itself, yet $f$ electrons per filled band have passed every point of the chain.

On a grid of spacing $\Delta k$ the phase is
\begin{equation}
\phi=-\mathrm{Im}\ln\prod_j\det\langle u_{m,k_j}|u_{n,k_{j+1}}\rangle ,
\label{eq:disc}
\end{equation}
with the last state obtained from the first by \eqref{eq:pergauge}. For one band each factor is $1-iA_k\Delta k$ to first order, which fixes the sign. Every interior state occurs once as a bra and once as a ket, so its arbitrary phase cancels. Exchanging the two ends of a link reverses the sign of its phase, so the phase is odd in $\Delta k$ about the midpoint. Its error is of order $\Delta k^3$ per link and $\Delta k^2$ in total.

\section{Three dimensions}

Let $\mathbf a_i$ be the lattice vectors, $\Omega$ the cell volume and $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. The derivations apply to each line of $\mathbf k$ points parallel to $\mathbf b_i$. Summing over lines replaces $\int dk/2\pi$ by $\int d^3k/(2\pi)^3$:
\begin{equation}
\Delta\mathbf P=-\frac{f}{(2\pi)^3}\,\Delta\!\int_{\rm BZ}\!d^3k\sum_n\langle u_n|i\nabla_{\mathbf k}u_n\rangle
=-\frac{f}{2\pi\Omega}\sum_i\mathbf a_i\,\Delta\bar\phi_i .
\label{eq:3d}
\end{equation}
Here $\bar\phi_i$ is the string phase averaged over the transverse $\mathbf k$. The second form follows from the zone volume $(2\pi)^3/\Omega$ and $\mathbf P=\sum_i\mathbf a_i(\mathbf b_i\cdot\mathbf P)/2\pi$. The quantum is $f\mathbf R/\Omega$, with $\mathbf R$ a lattice vector. The branch of the phase must be continuous from string to string. A smooth periodic gauge over the whole zone requires the Chern numbers, summed over the occupied bands, to vanish.

\section{A switchable model crystal}

Take
\begin{equation}
V(x)=-U\cos Gx-\lambda W\sin2Gx
\end{equation}
with $a=4$~\AA, $U=6$~eV, $W=3$~eV and one filled band. Reflection $x\to-x$ maps $\lambda$ to $-\lambda$, so $P$ is odd in $\lambda$ on the branch with $P(0)=0$. The states $\lambda=\pm1$ are a minimal picture of the electronic part of the two states of a ferroelectric, in which the displaced ions would add their own dipole. The gap is 5.85~eV at $\lambda=0$ and 5.91~eV at $\lambda=1$.

The Berry phase rises from 0 to 0.165946~rad, so
\begin{equation}
\Delta P=-\frac{2\times0.165946}{2\pi}\,e=-0.05282\,e,\qquad
\Delta\bar x=\frac{4\times0.165946}{2\pi}\ \text{\AA}=0.1056\ \text{\AA}.
\end{equation}
The added potential is attractive just to the right of the well centre. The electrons move to positive $x$, and $P$ becomes negative. With a cross-section of 25~\AA$^2$ per chain, $\Delta P$ is $-3.385~\mu$C/cm$^2$, and switching from $\lambda=-1$ to $+1$ gives $-6.770~\mu$C/cm$^2$. The end points leave open a multiple of the quantum, $128.17~\mu$C/cm$^2$; the current followed along the path decides it.

Integrating the perturbative current over $\lambda$ gives the same $-0.052822\,e$, so no quantum is to be added. A direct solution of the time-dependent Schr\"odinger equation, with the current \eqref{eq:def}, tests the adiabatic steps of both derivations. The ramp $\lambda=s-\sin(2\pi s)/2\pi$, with $s=t/T$ and $T=20$~fs, carries $-0.052823\,e$. At half time $\dot\lambda=2/T$, and \eqref{eq:rate} predicts $-0.053076\,e\times2/(20\ \text{fs})=-0.005308\,e$/fs; the simulation gives $-0.005310\,e$/fs. With a ramp of 0.5~fs, the charge moved by the end of the ramp is $-0.074046\,e$, 40\% more than the adiabatic value. The number belongs to that instant, because a current persists afterwards: an oscillating interband part, and a small steady part from the band velocities of the excited electrons, which need not cancel between $k$ and $-k$. By \eqref{eq:exact} this corresponds to a phase change of $2\pi\times0.074046/2=0.2326$~rad in the evolved states, which are no longer the ground state.

A finite chain gives a check in real space. Its dipole change is $\Delta P$ times its length plus an end contribution, which cancels between two chains long enough for their ends to be independent. Chains of 10 and 14 cells give $-0.052831\,e$, within 0.02\% of the Berry-phase value.

With 5, 10 and 20 $k$ points, \eqref{eq:disc} deviates from the 400-point value by $4.6$, $1.1$ and $0.3\times10^{-4}\,e$. Each doubling reduces the error about fourfold, as derived.

In a closed cycle the first harmonic becomes $-U\cos(Gx-\theta)$, with the second held at $\lambda=1$ and $\theta$ running from 0 to $2\pi$. The rate $dP/d\theta$ varies between $-0.446$ and $-0.227\,e$/rad, yet the total is $-2.000000\,e$: one full quantum, which the identical end points cannot show.

The transverse average in \eqref{eq:3d} was tested on a square crystal with potential $-U(\cos Gx+\cos Gy)-\lambda W\sin2Gx\cos Gy$, $U=10$~eV and $W=6$~eV. On the eight strings sampled, the phase change runs from 0.1946 to 0.2084~rad. Its average gives $a\,\Delta P_x=-0.06408\,e$, against $-0.06406\,e$ from the integrated current. The remaining difference, 0.04\%, comes mainly from the small plane-wave basis, which has seven functions per direction; with nine, both values are $-0.06413\,e$. The numerical output also contains a case with two filled bands, where both routes give $-0.403608\,e$.

\section*{Table of computed values}
\begin{verbatim}
Lattice constant a = 4.0 angstrom
Potential U = 6.0 eV, W = 3.0 eV; occupation f = 2
Band gap at lam=0: 5.852 eV
Band gap at lam=1: 5.914 eV
Smallest sampled gap on path: 5.852 eV
Berry phase at lam=0: 0.000000 rad (magnitude)
Berry phase at lam=1: 0.165946 rad
Shift of charge centre: 0.10564 angstrom
lam=0.25: P = -0.013456 e, dP/dlam = -0.053686 e
lam=0.50: P = -0.026809 e, dP/dlam = -0.053076 e
lam=0.75: P = -0.039962 e, dP/dlam = -0.052084 e
lam=1.00: P = -0.052822 e, dP/dlam = -0.050743 e
Delta P, Berry phases:        -0.052822 e
Delta P, integrated current:  -0.052822 e
Delta P, slow simulation:     -0.052823 e (20.0 fs)
Delta P, fast simulation:     -0.074046 e (0.5 fs)
Delta P, finite chains:       -0.052831 e
Chain lengths: 10 and 14 cells
Smallest finite-chain gap: 5.884 eV
Mid-ramp current, simulation: -0.005310 e/fs
Mid-ramp current, theory:     -0.005308 e/fs
Delta P with 5 k points: -0.053283 e
Delta P with 10 k points: -0.052937 e
Delta P with 20 k points: -0.052851 e
Delta P with 400 k points: -0.052822 e
Cross-section per chain: 25.0 angstrom^2
Delta P converted: -3.385 microC/cm^2
Switching lam=-1 to +1: -0.105645 e = -6.770 microC/cm^2
Polarization quantum: 2 e = 128.17 microC/cm^2
Origin shift 0.7 angstrom: phase at lam=0 becomes 1.099557 rad
Two filled bands, W2 = 6.0 eV, phase 0 to 1 rad:
  integrated current -0.403608 e, Berry phases -0.403608 e (mod 2 e)
Closed cycle: pumped P = -2.000000 e
Closed cycle: smallest sampled gap 4.929 eV
Closed cycle: dP/dangle from -0.44590 to -0.22710 e/rad
Square crystal: U = 10.0 eV, W = 6.0 eV, smallest sampled gap 9.100 eV
Square crystal: string phase change 0.19463 to 0.20838 rad
Square crystal: P_x times a, Berry phases -0.064081 e
Square crystal: P_x times a, current      -0.064058 e
\end{verbatim}
